# Variational collapse in Dirac hydrogen, cured by kinetic balance and minimax: a numerical check

```python
"""Variational collapse of the Dirac hydrogen-like atom and two cures.

Result under test: for V=-Z/r and kappa=-1 the lowest electron level is
E1=c^2(gamma-1), gamma=sqrt(1-Z^2/c^2), relative to the rest energy.
An unbalanced finite basis falls far below E1. Kinetic balance removes the
collapse; minimax with an exact inner maximum gives an upper bound to E1.

P, Q: large and small radial components; D=d/dr-1/r.
Large functions: r exp(-a r^2); small functions: r^2 exp(-b r^2).
Algebra is in atomic units; printed energies are in eV unless labelled.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, qr
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma as gamma_function

C = 1.0 / constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]
ANG = constants.physical_constants["Bohr radius"][0] * 1e10

STEP = 0.04
R = np.exp(np.arange(np.log(1e-13), np.log(100.0), STEP))
WEIGHT = STEP * R  # trapezoidal rule in log(r)


def exact_energy(Z):
    return C**2 * (np.sqrt(1 - (Z / C)**2) - 1)


def exponents(n, Z=1):
    return 0.03 * Z**2 * 2.2**np.arange(n)


def moment(n, p):
    """Integral of r^n exp(-p r^2) over positive r."""
    return gamma_function((n + 1) / 2) / (2 * p**((n + 1) / 2))


def dirac_matrices(large, small, Z, c=C):
    """Hamiltonian, overlap, radius and coupling in normalized functions."""
    nl = 1 / np.sqrt(moment(2, 2 * large))
    ns = 1 / np.sqrt(moment(4, 2 * small))
    pl = large[:, None] + large[None, :]
    ps = small[:, None] + small[None, :]
    psl = small[:, None] + large[None, :]
    ll, ss = np.outer(nl, nl), np.outer(ns, ns)
    coupling = -2 * large * moment(4, psl) * np.outer(ns, nl)
    zero = np.zeros((len(large), len(small)))
    overlap_l, overlap_s = moment(2, pl) * ll, moment(4, ps) * ss
    H = np.block([
        [-Z * moment(1, pl) * ll, c * coupling.T],
        [c * coupling, -Z * moment(3, ps) * ss - 2 * c**2 * overlap_s]])
    S = np.block([[overlap_l, zero], [zero.T, overlap_s]])
    radius = np.block([[moment(3, pl) * ll, zero],
                       [zero.T, moment(5, ps) * ss]])
    return H, S, radius, coupling


def electron_level(large, small, Z, c=C):
    H, S, _, _ = dirac_matrices(large, small, Z, c)
    return eigh(H, S, eigvals_only=True)[len(small)]


def grid_functions(large):
    norm = 1 / np.sqrt(moment(2, 2 * large))
    P = norm[:, None] * R * np.exp(-large[:, None] * R**2)
    return P, -2 * large[:, None] * R * P


def minimax_level(large, Z):
    """Minimize over P after the exact maximum over every small component."""
    P, DP = grid_functions(large)
    S = (P * WEIGHT) @ P.T
    V = (P * (-Z / R * WEIGHT)) @ P.T

    def energy_matrix(E):
        factor = C**2 / (2 * C**2 + E + Z / R)
        return (DP * (factor * WEIGHT)) @ DP.T + V - E * S

    def lowest(E):
        return eigh(energy_matrix(E), S, eigvals_only=True)[0]

    E = brentq(lowest, 1.5 * exact_energy(Z), 0.0, xtol=1e-12, rtol=1e-14)
    return E, eigh(energy_matrix(E), S)[1][:, 0]


def finite_inner_maximum(a, small, Z):
    """Top eigenvalue for one large function and a finite small set."""
    root_weight = np.sqrt(WEIGHT)
    P, DP = (f[0] * root_weight for f in grid_functions(np.array([a])))
    norm = 1 / np.sqrt(moment(4, 2 * small))
    functions = norm * R[:, None]**2 * np.exp(-small * R[:, None]**2)
    Q = qr(functions * root_weight[:, None], mode="economic")[0]
    n = len(small)
    H = np.zeros((n + 1, n + 1))
    H[0, 0] = np.sum(-Z / R * P**2)
    H[0, 1:] = H[1:, 0] = C * (Q.T @ DP)
    H[1:, 1:] = Q.T @ ((-Z / R - 2 * C**2)[:, None] * Q)
    return eigh(H, eigvals_only=True)[-1]


# One Gaussian per component: kinetic energy lost at a fixed small exponent.
b = 8 / (9 * np.pi)
for a in (b, 1.0, 100.0):
    potential = -2 * np.sqrt(2 * a / np.pi)
    kinetic = 1.5 * a * (4 * a * b / (a + b)**2)**2.5
    level = electron_level(np.array([a]), np.array([b]), 1, 1e4)
    assert abs(level - potential - kinetic) < 1e-5
print(f"c = {C:.6f} a.u.; 1 hartree = {EV:.6f} eV")
print(f"1 bohr = {ANG:.8f} angstrom")
print(f"One pair: small exponent {b:.5f}, large {a:.1f} bohr^-2")
print(f"  potential energy        {potential * EV:.4f} eV")
print(f"  true kinetic energy     {1.5 * a * EV:.4f} eV")
print(f"  kinetic energy in basis {kinetic * EV:.6f} eV")

# Explicit two-stage search in a finite unbalanced basis.
large, small = np.array([0.3, 300.0]), np.array([0.3])
H, S, _, _ = dirac_matrices(large, small, 1)
orthonormal = np.linalg.inv(np.linalg.cholesky(S[:2, :2])).T


def inner_maximum(angle):
    basis = np.zeros((3, 2))
    basis[:2, 0] = orthonormal @ [np.cos(angle), np.sin(angle)]
    basis[2, 1] = 1
    return eigh(basis.T @ H @ basis, basis.T @ S @ basis,
                eigvals_only=True)[-1]


angles = np.linspace(0, np.pi, 1001)
start = angles[np.argmin([inner_maximum(t) for t in angles])]
search = minimize_scalar(inner_maximum, bounds=(start - 0.01, start + 0.01),
                         method="bounded", options={"xatol": 1e-10})
diagonal = eigh(H, S, eigvals_only=True)[1]
assert abs(search.fun - diagonal) < 1e-6
assert diagonal < 10 * exact_energy(1)
print("Finite minimax, large exponents 0.3 and 300, small 0.3:")
print(f"  two-stage search {search.fun * EV:.5f} eV")
print(f"  diagonalization  {diagonal * EV:.5f} eV")

# The ground-state identity behind the upper bound.
for Z in (1, 80):
    E1 = exact_energy(Z)
    g = np.sqrt(1 - (Z / C)**2)
    for a in (0.1 * Z**2, 0.3 * Z**2, 2.0 * Z**2):
        P, DP = (f[0] for f in grid_functions(np.array([a])))
        factor = C**2 / (2 * C**2 + E1 + Z / R)
        form = np.sum(WEIGHT * (factor * DP**2 + (-Z / R - E1) * P**2))
        # derivative of P/P0, multiplied by P0, with P0=r^g exp(-Z r)
        slope = P * ((1 - g) / R + Z - 2 * a * R)
        square = np.sum(WEIGHT * factor * slope**2)
        assert abs(form - square) < 1e-8 * Z**2 and square > 0

# Finite small sets approach the exact inner maximum from below.
trial = 0.3 * 80**2
full_maximum = minimax_level(np.array([trial]), 80)[0]
print(f"Z=80, one large exponent {trial:.1f} bohr^-2:")
print(f"  exact inner maximum {full_maximum * EV:.5f} eV")
print("  small functions, shortfall of finite maximum [eV]")
shortfalls = []
for m in (0, 2, 4, 6):
    small = trial * 1.7**np.arange(-m, 3 * m + 1)
    shortfalls.append(full_maximum - finite_inner_maximum(trial, small, 80))
    print(f"  {len(small):2d} {shortfalls[-1] * EV:12.3e}")
assert min(shortfalls) > -1e-6 and np.all(np.diff(shortfalls) < 1e-6)
assert shortfalls[-1] < 0.01

# A set without the trial exponent loses part of the balanced partner.
off_centre = exponents(24, 80)
without = full_maximum - finite_inner_maximum(trial, off_centre, 80)
completed = np.append(off_centre, trial)
with_partner = full_maximum - finite_inner_maximum(trial, completed, 80)
assert without > 0 and with_partner < 0.5 * without

# Hydrogen: the same large sets in all three calculations.
E1 = exact_energy(1)
fixed_small = exponents(6)
sizes = (6, 9, 12, 15, 18)
unbalanced, balanced, minimax = [], [], []
for n in sizes:
    large = exponents(n)
    unbalanced.append(electron_level(large, fixed_small, 1))
    balanced.append(electron_level(large, large, 1))
    minimax.append(minimax_level(large, 1)[0])
unbalanced, balanced, minimax = map(np.array, (unbalanced, balanced, minimax))
assert np.all(np.diff(unbalanced) < 0) and unbalanced[-1] < 10 * E1
assert np.all(minimax > E1 - 1e-9) and np.all(np.diff(minimax) < 1e-9)
assert np.all(balanced < minimax + 1e-8)
assert abs(balanced[-1] - E1) < 1e-5 and abs(minimax[-1] - E1) < 1e-5
print(f"Hydrogen exact: {E1 * EV:.8f} eV = {E1:.10f} hartree")
print("Large exponents 0.03*2.2^k bohr^-2, k=0..N-1")
print("N, unbalanced E (6 small), balanced error, minimax error [eV]")
for n, u, k, m in zip(sizes, unbalanced, balanced, minimax):
    print(f"{n:2d} {u * EV:14.5f} {(k - E1) * EV:12.3e} {(m - E1) * EV:12.3e}")
print(f"Unbalanced N=18: {unbalanced[-1]:.6f} hartree")
print(f"Balanced N=18:   {balanced[-1]:.9f} hartree")
print(f"Minimax N=18:    {minimax[-1]:.9f} hartree")

# Anatomy of the collapsed state: uncoupled functions and mean radius.
large = exponents(18)
H, S, radius, coupling = dirac_matrices(large, fixed_small, 1)
values, vectors = eigh(H, S)
uncoupled = qr(coupling.T)[0][:, 6:]
kernel_bound = eigh(uncoupled.T @ H[:18, :18] @ uncoupled,
                    uncoupled.T @ S[:18, :18] @ uncoupled,
                    eigvals_only=True)[0]
assert values[6] <= kernel_bound + 1e-7 and kernel_bound < 10 * E1
collapsed_radius = vectors[:, 6] @ radius @ vectors[:, 6]
H, S, radius, _ = dirac_matrices(large, large, 1)
state = eigh(H, S)[1][:, 18]
balanced_radius = state @ radius @ state
exact_radius = (2 * np.sqrt(1 - C**-2) + 1) / 2
assert abs(balanced_radius - exact_radius) < 1e-3
assert collapsed_radius < 0.1 * exact_radius
spurious = np.sum(values[6:] < 1.01 * E1)
print(f"Largest exponent at N=18: {large[-1]:.2f} bohr^-2")
print(f"Uncoupled large combinations: {uncoupled.shape[1]}")
print(f"Lowest potential energy among them: {kernel_bound * EV:.4f} eV")
print(f"Electron levels more than 1% below exact: {spurious}")
print(f"Mean radius, collapsed: {collapsed_radius * ANG:.6f} angstrom")
print(f"Mean radius, balanced:  {balanced_radius * ANG:.6f} angstrom")
print(f"Mean radius, exact:     {exact_radius * ANG:.6f} angstrom")

# Restoring the missing small functions raises the collapsed level.
restored = np.array([electron_level(large, large[:n], 1)
                     for n in range(6, 19)])
assert np.all(np.diff(restored) > -1e-7)
print("18 large functions, restored small functions, E [eV]:")
for n in (6, 10, 14, 17, 18):
    print(f"{n:2d} {restored[n - 6] * EV:14.6f}")

# A heavy one-electron ion separates the two cures.
Z = 80
E80 = exact_energy(Z)
heavy_sizes = (6, 12, 18, 24)
heavy_balanced, heavy_minimax = [], []
for n in heavy_sizes:
    large = exponents(n, Z)
    heavy_balanced.append(electron_level(large, large, Z))
    energy, coefficients = minimax_level(large, Z)
    heavy_minimax.append(energy)
heavy_balanced, heavy_minimax = map(np.array, (heavy_balanced, heavy_minimax))
assert np.all(heavy_minimax > E80 - 1e-5)
assert np.all(np.diff(heavy_minimax) < 1e-5)
assert np.all(heavy_balanced < heavy_minimax + 1e-5)
assert abs(heavy_balanced[-1] / E80 - 1) < 1e-3
assert abs(heavy_minimax[-1] / E80 - 1) < 1e-3
print(f"Z=80 exact: {E80 * EV:.5f} eV = {E80:.7f} hartree")
print("Exponents scaled by Z^2; N, balanced and minimax errors [eV]")
for n, k, m in zip(heavy_sizes, heavy_balanced, heavy_minimax):
    print(f"{n:2d} {(k - E80) * EV:14.6f} {(m - E80) * EV:14.6f}")

# One contracted large function and its single balanced partner.
P, DP = (coefficients @ f for f in grid_functions(large))
norm_p, norm_d = np.sum(WEIGHT * P**2), np.sum(WEIGHT * DP**2)
pair_H = np.array([
    [np.sum(WEIGHT * (-Z / R) * P**2), C * norm_d],
    [C * norm_d, np.sum(WEIGHT * (-Z / R - 2 * C**2) * DP**2)]])
contracted = eigh(pair_H, np.diag([norm_p, norm_d]), eigvals_only=True)[-1]
assert contracted < E80 - 1e-3
print("Z=80, N=24 contracted to one balanced pair:")
print(f"  energy minus exact {(contracted - E80) * EV:.5f} eV")

# Difference of the cures at fixed scaled basis: leading power of Z.
gaps = []
for Z in (10, 20):
    large = exponents(6, Z)
    gaps.append(minimax_level(large, Z)[0] - electron_level(large, large, Z))
power = np.log2(gaps[1] / gaps[0])
assert gaps[0] > 0 and abs(power - 6) < 0.2
print("Minimax minus balanced energy, N=6:")
print(f"  Z=10: {gaps[0] * EV:.6e} eV; Z=20: {gaps[1] * EV:.6e} eV")
print(f"  fitted power of Z: {power:.4f}")

print("ALL CHECKS PASSED")
```

It prints:

```
c = 137.035999 a.u.; 1 hartree = 27.211386 eV
1 bohr = 0.52917721 angstrom
One pair: small exponent 0.28294, large 100.0 bohr^-2
  potential energy        -434.2309 eV
  true kinetic energy     4081.7079 eV
  kinetic energy in basis 0.054840 eV
Finite minimax, large exponents 0.3 and 300, small 0.3:
  two-stage search -752.11800 eV
  diagonalization  -752.11800 eV
Z=80, one large exponent 1920.0 bohr^-2:
  exact inner maximum -75662.56717 eV
  small functions, shortfall of finite maximum [eV]
   1    1.079e+02
   9    3.603e-02
  17    1.038e-04
  25    7.333e-05
Hydrogen exact: -13.60587426 eV = -0.5000066566 hartree
Large exponents 0.03*2.2^k bohr^-2, k=0..N-1
N, unbalanced E (6 small), balanced error, minimax error [eV]
 6      -13.39192    2.140e-01    2.140e-01
 9     -210.26694    7.603e-03    7.603e-03
12     -715.59087    2.313e-04    2.313e-04
15    -2336.25064    8.205e-06    8.205e-06
18    -7623.55926    1.661e-06    1.661e-06
Unbalanced N=18: -280.160635 hartree
Balanced N=18:   -0.500006596 hartree
Minimax N=18:    -0.500006596 hartree
Largest exponent at N=18: 19874.99 bohr^-2
Uncoupled large combinations: 12
Lowest potential energy among them: -7623.5426 eV
Electron levels more than 1% below exact: 11
Mean radius, collapsed: 0.002809 angstrom
Mean radius, balanced:  0.793753 angstrom
Mean radius, exact:     0.793752 angstrom
18 large functions, restored small functions, E [eV]:
 6   -7623.559260
10   -7622.955548
14   -7469.689656
17   -2133.481098
18     -13.605873
Z=80 exact: -96115.84334 eV = -3532.1920929 hartree
Exponents scaled by Z^2; N, balanced and minimax errors [eV]
 6    5249.920456    5366.481472
12     113.355828     133.263077
18       2.418946       3.019510
24       0.057199       0.070665
Z=80, N=24 contracted to one balanced pair:
  energy minus exact -44376.29508 eV
Minimax minus balanced energy, N=6:
  Z=10: 5.122110e-04 eV; Z=20: 3.236956e-02 eV
  fitted power of Z: 5.9818
ALL CHECKS PASSED
```
